# Squared TDHF Frequencies and the Stability of a Hartree-Fock Solution

## One amplitude

Consider a closed-shell determinant that can change in one way only: one doubly occupied spatial orbital acquires a small admixture of one virtual orbital, with amplitudes $C/\sqrt2$ and $\pm C/\sqrt2$ (equal or opposite) for the two spins, so that a single number $C$ describes the change. The amplitude is complex, $C=q+\mathrm{i}p$. With $\hbar=1$, its linearized time-dependent Hartree-Fock (TDHF) equation, derived below for any number of amplitudes, is

$$\mathrm{i}\dot C=aC+bC^*,$$

where $a$ and $b$ are real numbers. The spin-channel formulas of the example below give $b$ as plus (equal amplitudes) or minus (opposite amplitudes) the exchange integral of the two orbitals. If only one spin orbital were allowed to change, the formula for $B$ below would give $b=0$. Inserting $C=q+\mathrm{i}p$ gives

$$\mathrm{i}\dot q-\dot p=(a+b)q+\mathrm{i}(a-b)p .$$

The imaginary and real parts are

$$\dot q=mp,\qquad \dot p=-kq,\qquad m=a-b,\quad k=a+b .$$

Differentiating the first equation and using the second gives $\ddot q=-mk\,q$, so $\omega^2=mk=(a-b)(a+b)$.

The energy change, also derived below, is $kq^2+mp^2$. The signs now tell the story:

- If $k$ and $m$ are both positive, the energy is a minimum and $\omega$ is real.
- If one is positive and the other negative, the energy is a saddle and $\omega=\pm\mathrm{i}\sqrt{|mk|}$. A small displacement generally grows exponentially.
- If both are negative, the energy is a maximum, yet $\omega$ is real. For $m=k=-1$ the frequencies are $\pm1$.

Real frequencies therefore follow from stability but do not prove it. For many amplitudes $m$ and $k$ become matrices that need not commute, and it is no longer evident that the eigenvalues of their product are real.

## Setting and statement

The reference is a stationary Hartree-Fock determinant with real spin orbitals and occupations zero or one. Indices $i,j$ denote occupied, $a,b$ virtual, and $p,q,r,s$ general orbitals; as vectors, $q$ and $p$ remain the parts of $C$. The integrals are

$$(pq|rs)=\int\!\!\int \phi_p(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r(2)\phi_s(2),$$

with spin integration included. The Fock matrix is $F=h+G[\rho]$, where

$$G[\rho]_{pq}=\sum_{rs}\big[(pq|sr)-(pr|sq)\big]\rho_{rs}.$$

At the reference density $\rho_0$ it is diagonal, with entries $\epsilon_p$.

A nearby determinant is obtained by the unitary rotation $e^R$, with $R_{ai}=C_{ai}$ and $R_{ia}=-C^*_{ai}$. Rotations among occupied orbitals alone change at most the phase of the determinant, and rotations among virtual orbitals do not change it, so both are left out. To first order $\delta\rho=[R,\rho_0]$, whose nonzero elements are

$$\delta\rho_{ai}=C_{ai},\qquad \delta\rho_{ia}=C^*_{ai}.$$

The claim concerns the matrices $M=A-B$ and $K=A+B$, with $A$ and $B$ defined in the next section. The reference is called strictly stable when $M$ and $K$ are both positive definite; the second derivation shows that this is a strict energy minimum to second order.

1. The squared TDHF frequencies are the eigenvalues of $MK$.
2. For a strictly stable reference they are all real and positive, so all frequencies are real.
3. If one factor is positive definite and the other has $n$ negative eigenvalues, all $\omega^2$ are real and $n$ of them are negative. Each gives a pair $\pm\mathrm{i}\Gamma$.

## First derivation: the equation of motion

The density matrix obeys $\mathrm{i}\dot\rho=[F,\rho]$. Since $[F_0,\rho_0]=0$, the first-order part is

$$\mathrm{i}\,\delta\dot\rho=[F_0,\delta\rho]+[G[\delta\rho],\rho_0].$$

In the $ai$ element the first commutator gives $(\epsilon_a-\epsilon_i)C_{ai}$. The second gives $G[\delta\rho]_{ai}$, because $\rho_0$ is one on $i$ and zero on $a$. From the definition of $G$,

$$G[\delta\rho]_{ai}=\sum_{bj}\Big\{\big[(ai|jb)-(ab|ji)\big]C_{bj}+\big[(ai|bj)-(aj|bi)\big]C^*_{bj}\Big\}.$$

Real orbitals may be exchanged within each half of an integral. Hence

$$\mathrm{i}\dot C=AC+BC^*,$$

$$A_{ai,bj}=(\epsilon_a-\epsilon_i)\delta_{ab}\delta_{ij}+(ai|bj)-(ab|ij),$$

$$B_{ai,bj}=(ai|bj)-(aj|bi).$$

Both matrices are real and symmetric.

Try $C=Xe^{-\mathrm{i}\omega t}+Y^*e^{\mathrm{i}\omega^*t}$. The equation is satisfied if the coefficients of the two exponentials agree separately. The first gives $\omega X=AX+BY$. The second gives $-\omega^*Y^*=AY^*+BX^*$, whose complex conjugate is $-\omega Y=AY+BX$. Together,

$$L\begin{pmatrix}X\\Y\end{pmatrix}=\omega\begin{pmatrix}X\\Y\end{pmatrix},\qquad L=\begin{pmatrix}A&B\\-B&-A\end{pmatrix}.$$

The eigenvalues of $L$ are the TDHF frequencies. Adding and subtracting the two rows gives

$$M(X-Y)=\omega(X+Y),\qquad K(X+Y)=\omega(X-Y).$$

Multiply the second equation by $M$ and use the first:

$$(A-B)(A+B)(X+Y)=\omega^2(X+Y).$$

To show that no frequency is lost or added, use $X+Y$ and $X-Y$ as variables. This is an invertible change of basis that turns $L$ into the matrix with off-diagonal blocks $M$ and $K$. For $N$ amplitudes and $\omega\neq0$, eliminating the first block gives

$$\det(L-\omega)=\det\begin{pmatrix}-\omega&M\\K&-\omega\end{pmatrix}
=(-\omega)^N\det\!\Big(-\omega+\frac{KM}{\omega}\Big)=\det(\omega^2-KM).$$

Both ends are polynomials in $\omega$, so they agree at $\omega=0$ too. Since $KM=(MK)^T$, the two products have the same eigenvalues. Each eigenvalue $\mu$ of $MK$ thus supplies the two frequencies $\pm\sqrt\mu$, with multiplicities included. No definiteness has been used so far.

Now let $M$ be positive definite. It has an invertible symmetric square root, and

$$M^{-1/2}(MK)M^{1/2}=M^{1/2}KM^{1/2}\equiv S .$$

$S$ is real and symmetric, so every $\omega^2$ is real. Its signs follow from

$$u^TSu=(M^{1/2}u)^TK(M^{1/2}u).$$

If $S$ has $n_S$ negative eigenvalues, their eigenvectors span a space on which $u^TSu<0$ for $u\ne0$. The invertible map $M^{1/2}$ carries it to a space of the same dimension on which $K$ is negative. Such a space cannot have more dimensions than the number $n_K$ of negative eigenvalues of $K$: otherwise it would share a nonzero vector with the $(N-n_K)$-dimensional space on which $K$ is nonnegative. Hence $n_S\le n_K$. The inverse map gives $n_K\le n_S$, so the numbers are equal. This is Sylvester's law of inertia. In particular, if $K$ is positive definite, so is $S$.

If instead $K$ is the positive definite factor, $K^{1/2}(MK)K^{-1/2}=K^{1/2}MK^{1/2}$, and the same argument gives the signs of $M$. This proves the three statements.

## Second derivation: the energy and its normal modes

This derivation starts from the energy

$$E[\rho]=\mathrm{tr}(h\rho)+\tfrac12\mathrm{tr}(G[\rho]\rho).$$

For $\rho=\rho_0+\Delta$, the symmetry of the interaction term gives

$$E-E_0=\mathrm{tr}(F_0\Delta)+\tfrac12\mathrm{tr}(G[\Delta]\Delta).$$

Write $\Delta=\delta_1+\delta_2+\dots$, with $\delta_1$ the first-order change found above. The linear term $\mathrm{tr}(F_0\delta_1)$ vanishes because $F_0$ is diagonal and $\delta_1$ has only occupied-virtual elements.

A determinant has $\rho^2=\rho$. At second order this reads $\rho_0\delta_2+\delta_2\rho_0+\delta_1^2=\delta_2$. Its occupied block is $-\delta_1^2$ and its virtual block is $+\delta_1^2$. Therefore

$$\mathrm{tr}(F_0\delta_2)=\sum_{ai}(\epsilon_a-\epsilon_i)|C_{ai}|^2 .$$

The interaction term is

$$\tfrac12\mathrm{tr}(G[\delta_1]\delta_1)=\mathrm{Re}\sum_{ai}C^*_{ai}G[\delta_1]_{ai}.$$

Inserting $G[\delta_1]_{ai}$ and adding the orbital-energy term gives

$$E_2=C^\dagger AC+\mathrm{Re}(C^\dagger BC^*).$$

With $C=q+\mathrm{i}p$, the cross terms in $C^\dagger AC$ cancel because $A$ is symmetric, leaving $q^TAq+p^TAp$. The other term is $q^TBq-p^TBp$. Thus

$$E_2=q^TKq+p^TMp .$$

$K$ measures the cost of real orbital rotations and $M$ that of imaginary ones. Positive definiteness of both is the condition for a strict minimum to this order.

The motion follows from making the action with Lagrangian $\langle\Phi|\mathrm{i}\partial_t-H|\Phi\rangle$ stationary within the set of determinants. Write $|\Phi\rangle=e^T|\Phi_0\rangle$, where $T$ is the operator form of $R$. To second order,

$$\langle\Phi|\dot\Phi\rangle=\langle\dot T\rangle+\tfrac12\langle[\dot T,T]\rangle
=\tfrac12(C^\dagger\dot C-\dot C^\dagger C)=\mathrm{i}\,(q^T\dot p-p^T\dot q).$$

Here $\langle\dot T\rangle=0$, because $\dot T$ changes one orbital. The contribution to the Lagrangian is $\mathrm{i}$ times this expression, so, apart from the constant $-E_0$,

$$\mathcal L=p^T\dot q-q^T\dot p-q^TKq-p^TMp .$$

Variation of $p$ gives $-\dot q=\dot q-2Mp$. Variation of $q$ gives $\dot p=-\dot p-2Kq$. Hence

$$\dot q=Mp,\qquad \dot p=-Kq,\qquad \ddot q=-MKq .$$

For positive definite $M$ the last equation is $M^{-1}\ddot q=-Kq$: a set of coupled oscillators with mass matrix $M^{-1}$ and force matrix $K$. Their normal modes can be constructed by minimization. Minimize $q^TKq$ on the closed, bounded surface $q^TM^{-1}q=1$. A minimum exists, and a Lagrange multiplier $\lambda_1$ gives

$$Kq_1=\lambda_1M^{-1}q_1 .$$

Next minimize with the added condition $q_1^TM^{-1}q=0$. The stationary condition is

$$Kq=\lambda M^{-1}q+\mu M^{-1}q_1 .$$

Multiplication by $q_1^T$ gives $\mu=q_1^TKq=\lambda_1q_1^TM^{-1}q=0$, so the new vector obeys the same equation as the first. Repetition yields a complete set of real modes $q_\nu$ with real $\lambda_\nu$ and $q_\mu^TM^{-1}q_\nu=\delta_{\mu\nu}$.

With $q=\sum_\nu s_\nu q_\nu$, the real-rotation energy is $\sum_\nu\lambda_\nu s_\nu^2$ and each coordinate obeys $\ddot s_\nu=-\lambda_\nu s_\nu$. Since $MKq_\nu=\lambda_\nu q_\nu$, the $\lambda_\nu$ are the squared frequencies. The energy is the same quadratic form in new coordinates, so by the dimension argument above the number of negative $\lambda_\nu$ is the number of negative eigenvalues of $K$. Multiplying the mode equation by $q_\nu^T$ gives

$$\omega_\nu^2=\frac{q_\nu^TKq_\nu}{q_\nu^TM^{-1}q_\nu}.$$

The sign comes from $K$; the size also depends on $M$. A displacement along $q_\nu$ that starts with $p=0$ evolves as $\cos\omega_\nu t$ if $\omega_\nu^2>0$, and as $\cosh\Gamma_\nu t$ if $\omega_\nu^2=-\Gamma_\nu^2<0$. If $K$ is the positive definite factor, the same construction applies to $\ddot p=-KMp$.

Exponential growth does not violate energy conservation. In the linearized motion

$$\dot E_2=2q^TKMp-2p^TMKq=0 .$$

The negative contribution of one factor offsets the positive contribution of the other. If both factors are positive definite, no such offset is possible, and constant $E_2$ keeps $q$ and $p$ bounded.

## Where the conclusion changes

If both factors are only positive semidefinite, $\omega^2$ is still real and nonnegative. Indeed, $M^{1/2}(M^{1/2}K)$ and $(M^{1/2}K)M^{1/2}$ have the same characteristic polynomial, and the second is positive semidefinite. Boundedness can fail, however. If $Kq_0=0$ and $Mp_0=q_0$, then $q=tq_0$, $p=p_0$ solves the equations: a zero frequency with linear drift.

If neither factor is positive definite, $\omega^2$ may be complex. Take

$$M=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
K=\begin{pmatrix}1&2\\2&1\end{pmatrix},\quad
MK=\begin{pmatrix}1&2\\-2&-1\end{pmatrix}.$$

$K$ has eigenvalues $-1$ and $3$. The product has trace $0$ and determinant $3$, so $\omega^2=\pm\mathrm{i}\sqrt3$ and the four frequencies are $\pm0.931\pm0.931\,\mathrm{i}$. The motion oscillates and grows or decays at once.

## Example: one molecule, two spin channels

In a closed-shell molecule, let the amplitudes of the two spins be $c/\sqrt2$ and $\pm c/\sqrt2$, with plus for the singlet and minus for the triplet channel. The integral $(ai|bj)$ couples both spins, so its contributions add in the singlet and cancel in the triplet. The other two integrals couple equal spins only. These are the amplitudes that conserve the spin of the orbital. Spin-flip amplitudes do not couple to them, because each of the three integrals vanishes on spin integration between a flipped and an unflipped pair, and they are left out here. In the spin-flip block $(ab|ij)$ couples equal flips and $(aj|bi)$ opposite flips. The symmetric combination of the two flips therefore has the triplet matrices given below, and the antisymmetric one has them with the roles of $A-B$ and $A+B$ exchanged. The symbols $M$ and $K$ below refer to one channel, not to the full spin-orbital matrices. In terms of spatial orbitals, with $D$ the diagonal matrix of $\epsilon_a-\epsilon_i$,

$$M=D-(ab|ij)+(aj|bi)\quad\text{in both channels},$$

$$K_{\rm t}=D-(ab|ij)-(aj|bi),\qquad K_{\rm s}=K_{\rm t}+4(ai|bj).$$

The channels share $M$ and differ in $K$.

Take Li$_2$ in restricted Hartree-Fock with the 6-31G basis, at a chosen distance of 4.0 Å. Three occupied and 15 virtual orbitals give $3\times15=45$ amplitudes. Diagonalization gives 0.0333 hartree as the lowest eigenvalue of $M$, so $M$ is positive definite.

In the singlet channel the lowest eigenvalue of $K_{\rm s}$ is 0.0999 hartree. The reference is stable here. For the lowest mode, scaled to $q^Tq=1$,

$$\omega^2=\frac{0.103689}{28.7795}=0.003603\ \text{hartree}^2,$$

so $\omega=0.0600$ hartree, or 1.63 eV.

In the triplet channel $K_{\rm t}$ has one negative eigenvalue, $-0.0606$ hartree. The lowest mode has

$$\omega^2=\frac{-0.059258}{27.6373}=-0.002144\ \text{hartree}^2,$$

so $\omega=\pm0.0463\,\mathrm{i}$ hartree, or $\pm1.26\,\mathrm{i}$ eV. The growth time $1/\Gamma$ is 0.522 fs. With spin flips included, the eigenvalue $-0.0606$ hartree appears twice in the full $A+B$ and once in the full $A-B$. Neither full factor is then positive definite, and the third statement applies block by block; this value of $\omega^2$ occurs three times, once for each triplet component.

The linear laws can be compared with the full nonlinear TDHF equation. Each run starts from a real rotation of size $10^{-4}$ along the lowest mode and uses fourth-order Runge-Kutta steps of about 0.05 atomic units. The displacement along the mode, relative to its initial value, is found by projection with weight $M^{-1}$. At $|\omega|t=2.5$ it is $-0.801$ in the singlet channel, where $\cos2.5=-0.801$, and $6.132$ in the triplet channel, where $\cosh2.5=6.132$.

A negative eigenvalue of $K_{\rm t}$ leads to a lower energy; its eigenvector is not identical to the growing mode, which also depends on $M$. For a rotation of size 0.1 along the lowest eigenvector of $K_{\rm t}$, the quadratic estimate is $0.1^2\times(-0.0606)=-6.06\times10^{-4}$ hartree. The energy of the rotated determinant, evaluated without expansion, changes by $-5.99\times10^{-4}$ hartree. The two spins now occupy different spatial orbitals.

The same calculation at other distances gives these lowest triplet values:

| Distance (Å) | $K_{\rm t}$ (hartree) | $\omega^2$ (hartree²) | Negative modes |
|---|---:|---:|---:|
| 2.0 | −0.0280 | −0.00188 | 3 |
| 2.7 | −0.0143 | −0.00082 | 3 |
| 3.4 | −0.0385 | −0.00174 | 1 |
| 4.0 | −0.0606 | −0.00214 | 1 |

The triplet channel is unstable at all four distances, so the instability is not confined to the stretched molecule. The rows do not all refer to the same mode. At 2.0 Å the lowest entries belong to a degenerate pair of excitations into $\pi$ orbitals, and at the other three distances to a single excitation mode into $\sigma$ orbitals. The $\sigma$ eigenvalue of $K_{\rm t}$ is $-0.0021$ hartree at 2.0 Å and becomes more negative from each distance to the next. The $\pi$ pair is negative at 2.0 and 2.7 Å and positive at 3.4 and 4.0 Å, which accounts for the change from three negative modes to one. From 3.4 to 4.0 Å, with one negative mode at both distances, the lowest $K_{\rm t}$ eigenvalue grows in magnitude by a factor of 1.6, but $\omega^2$ by only 1.2. The curvature alone does not fix the growth rate.

These numbers describe a mean-field solution in a small basis, without electron correlation, and they are not converged in the basis. With cc-pVTZ at 4.0 Å the lowest eigenvalues of $M$, $K_{\rm s}$ and $K_{\rm t}$ are 0.0330, 0.0902 and $-0.0550$ hartree, the singlet frequency is 1.565 eV, the triplet frequency is $\pm1.20\,\mathrm{i}$ eV and the growth time is 0.549 fs. The triplet instability persists at all four distances in that basis, with lowest $\omega^2$ of $-0.00235$, $-0.00101$, $-0.00150$ and $-0.00194$ hartree², but the numbers of negative modes become 2, 3, 3 and 1: the $\sigma$ eigenvalue is positive at 2.0 Å, the $\pi$ pair is still negative at 3.4 Å, and the lowest mode at 2.7 Å is the $\pi$ pair. The mode counts and assignments given above therefore hold for 6-31G only. The imaginary frequency signals an unsuitable restricted reference for triplet response; it does not predict a decay of the molecule.

## What each derivation assumes

Both derivations assume a stationary determinant, real orbitals and small amplitudes. With complex orbitals $A$ and $B$ are in general complex, $q$ and $p$ can couple in the energy, and the separation into $A-B$ and $A+B$ is not generally available.

The first derivation needs the linear equation of motion and real symmetric $A$ and $B$. Its determinant identity holds whatever the signs of $M$ and $K$; a positive definite factor enters only afterwards, to prove that $\omega^2$ is real and that its signs are those of the eigenvalues of the other factor. It would apply equally to real symmetric matrices from another response model. By itself, however, it does not say that $M$ and $K$ describe an energy.

The second derivation needs more: an energy functional, and motion derived from that same functional. It uses a positive definite factor from the start of the mode construction, with its inverse as the mass matrix. In return it shows, for positive definite $M$, that the real part $q_\nu$ of a growing mode (the same eigenvector of $MK$ as the vector $X+Y$ of the first derivation) is a real rotation that lowers the energy, gives the squared frequency as a ratio of curvature to inertia, and shows why a minimum confines the motion. If a model takes its response matrices from something other than the second derivative of its energy, the algebra of the first derivation can survive while this link between frequencies and energetic stability is lost.
